# Maximum entropy continuation of a GW self-energy and its resolution

A GW calculation on the imaginary axis gives a diagonal element of the correlation self-energy, $\Sigma(i\xi)$, at a set of frequencies $\xi>0$. Its spectrum on the real axis is wanted. Energies are measured from the Fermi level, which for a gapped system means a chosen zero inside the gap. The algebra is in atomic units. The orbitals are real, the basis is finite, and the screening is stable, so that its excitation energies $\Omega_s$ are positive.

## (a) The spectrum and its norm

**Question.** For orbital energies $e_m\neq0$, let

$$\Sigma(i\xi)=-\frac1{2\pi}\sum_m\int_{-\infty}^{\infty}\frac{W_m(i\xi')\,d\xi'}{i(\xi+\xi')-e_m},\qquad W_m(i\xi')=-\sum_s\frac{2\Omega_s g_{ms}}{\xi'^2+\Omega_s^2},$$

where $g_{ms}\ge0$ is the squared coupling of the chosen orbital to orbital $m$ and screening mode $s$. Find the spectral form of $\Sigma$ and express its total weight through $W$.

**Solution.** The integrand falls as $|\xi'|^{-3}$, so the contour can be closed at infinity. For $e_m>0$ the pole of the Green function, $\xi'=-\xi-ie_m$, lies in the lower half plane. Closing above leaves $\xi'=i\Omega_s$. There $2\Omega_s/(\xi'^2+\Omega_s^2)$ has residue $1/i$, and $2\pi i/i=2\pi$ cancels the prefactor. The result is $g_{ms}/(i\xi-e_m-\Omega_s)$.

For $e_m<0$ the Green function pole lies above, so the contour is closed below, around $\xi'=-i\Omega_s$. The residue is $-1/i$ and the clockwise sense gives $-2\pi i$, so the factor is again $2\pi$. The result is $g_{ms}/(i\xi-e_m+\Omega_s)$. Together,

$$\Sigma(i\xi)=\int\frac{A(\omega)}{i\xi-\omega}\,d\omega,\qquad A(\omega)=\sum_{ms}g_{ms}\,\delta\big(\omega-e_m-\mathrm{sgn}(e_m)\Omega_s\big)\ge0.$$

Off-diagonal elements contain products of two different couplings and need not be positive. Since $\int2\Omega_s\,d\xi/(\xi^2+\Omega_s^2)=2\pi$, the norm is

$$M=\int A\,d\omega=\sum_{ms}g_{ms}=-\frac1{2\pi}\sum_m\int W_m(i\xi)\,d\xi .$$

A direct frequency convolution for two levels and two modes agrees with the pole form. At $\xi=3$ eV it gives $-0.1774-0.0881i$ eV, and the integral over $W$ gives a norm of 5.000 eV².

## (b) The norm from the tail

**Question.** How is $M$ obtained from $\Sigma(i\xi)$ at large $\xi$, and how accurate must it be?

**Solution.** Multiplying by $(-i\xi-\omega)/(-i\xi-\omega)$ gives

$$\frac1{i\xi-\omega}=-\frac{\omega+i\xi}{\omega^2+\xi^2}.$$

Hence, for $\xi$ above the whole spectrum,

$$T(\xi)\equiv-\xi\,\mathrm{Im}\,\Sigma(i\xi)=\int\frac{A\,\xi^2}{\xi^2+\omega^2}\,d\omega=M-\frac{M_2}{\xi^2}+\frac{M_4}{\xi^4}-\dots,\qquad M_n=\int A\,\omega^n d\omega .$$

These moments are finite in a finite basis. Thus $\Sigma\to M/(i\xi)$. With two frequencies, $\xi^2T=M\xi^2-M_2+M_4/\xi^2-\dots$, and subtraction removes $M_2$:

$$\frac{\xi_2^2T(\xi_2)-\xi_1^2T(\xi_1)}{\xi_2^2-\xi_1^2}=M-\frac{M_4}{\xi_1^2\xi_2^2}+\dots$$

An error in $\Sigma$ is multiplied by $\xi$ in $T$, so a very distant but noisy point is of no use. A wrong weight $\delta M$ changes the data by $\delta M$ times a kernel. If that change is not small compared with the data error, $M$ should not be imposed as a hard constraint.

## (c) The maximum entropy equations

**Question.** Let the $N$ data $d_k$ be the values of $-\mathrm{Im}\,\Sigma$ and $-\mathrm{Re}\,\Sigma$ at $N/2$ frequencies, with independent errors of equal size $\sigma$. Maximize $\alpha S-\chi^2/2$ at fixed $M$, with

$$S=\int\Big[A-D-A\ln\frac AD\Big]d\omega,\qquad \chi^2=\sum_k\frac{r_k^2}{\sigma^2},\qquad r_k=d_k-\int K_kA\,d\omega .$$

Here $D>0$ is a default spectrum of norm $M$, and $\alpha>0$.

**Solution.** By (b) the kernels are $K^I=\xi/(\omega^2+\xi^2)$ for $-\mathrm{Im}\,\Sigma$ and $K^R=\omega/(\omega^2+\xi^2)$ for $-\mathrm{Re}\,\Sigma$. The derivative of $A-A\ln(A/D)$ with respect to $A$ is $1-\ln(A/D)-1=-\ln(A/D)$. The derivative of $-\chi^2/2$ is $+\sum_kK_kr_k/\sigma^2$. With a multiplier $\lambda$ for the norm,

$$-\alpha\ln\frac{A(\omega)}{D(\omega)}+\sum_k\frac{K_k(\omega)r_k}{\sigma^2}-\lambda=0 .$$

Solving for $A$ gives $A=De^{h}e^{-\lambda/\alpha}$, and $\int A=M$ fixes the last factor:

$$A=\frac{M\,D\,e^{h}}{\int D\,e^{h}d\omega},\qquad h(\omega)=\sum_ku_kK_k(\omega),\qquad u_k=\frac{1}{\alpha\sigma^2}\Big(d_k-\int K_kA\,d\omega\Big).$$

These equations are self-consistent, because $A$ appears on both sides. The second variation of the functional, $-\alpha\int(\delta A)^2/A-\sum_k(\int K_k\delta A)^2/\sigma^2$, is negative, so there is at most one maximum. The slope $-\alpha\ln(A/D)$ grows without bound as $A\to0$, which keeps $A$ positive. For $\alpha\to\infty$, $A\to D$; for small $\alpha$ the fit follows the noise as far as a positive $A$ of norm $M$ allows.

## (d) Solving the equations and choosing $\alpha$

**Question.** Show that a solution exists, give a safe Newton step, and fix $\alpha$.

**Solution.** Consider a function of only $N$ variables,

$$\Gamma(u)=M\ln\int De^{h}d\omega-\sum_ku_kd_k+\frac{\alpha\sigma^2}2\sum_ku_k^2 .$$

Its gradient is $\int K_kA-d_k+\alpha\sigma^2u_k$, which vanishes when the equations of (c) hold. Let $\langle f\rangle=\int Af/M$ and $\tilde K_k=K_k-\langle K_k\rangle$. Differentiating the normalized exponential once more gives the Hessian

$$G_{kl}+\alpha\sigma^2\delta_{kl},\qquad G_{kl}=\int A\,\tilde K_k\tilde K_l\,d\omega .$$

It is positive definite. The quadratic term outgrows the others, which are at most linear at large $u$, so one minimum exists.

Let a Newton step change $h$ by $\delta h$, with range $\rho=\max\delta h-\min\delta h$, and let $\varphi(q)$ be $\Gamma$ after a fraction $q$ of it. The normalized weights grow by at most $e^{q\rho}$, so $\varphi''(q)\le e^{q\rho}\varphi''(0)$. A Newton step has $\varphi'(0)=-\varphi''(0)$, hence

$$\varphi'(q)\le\varphi''(0)\Big[-1+\frac{e^{q\rho}-1}\rho\Big]\le0\quad\text{for}\quad q\le\frac{\ln(1+\rho)}\rho .$$

This fraction lowers $\Gamma$ and does not pass the minimum along the step. A line search may lengthen it.

The maximization does not determine $\alpha$. The rule used here is $\chi^2=N$. Let $\alpha_1<\alpha_2$ have solutions 1 and 2. Each is optimal for its own $\alpha$:

$$\alpha_1S_1-\tfrac12\chi_1^2\ge\alpha_1S_2-\tfrac12\chi_2^2,\qquad \alpha_2S_2-\tfrac12\chi_2^2\ge\alpha_2S_1-\tfrac12\chi_1^2 .$$

Adding them gives $(\alpha_1-\alpha_2)(S_1-S_2)\ge0$, so $S_1\le S_2$. The first inequality then gives $\chi_1^2\le\chi_2^2$. Thus $\chi^2$ does not decrease with $\alpha$, and the root can be bracketed, provided that the default alone gives $\chi^2>N$ and the limit of small $\alpha$ gives $\chi^2<N$; otherwise the rule has no solution.

## (e) The response to a narrow addition

**Question.** A small weight is added to the true spectrum at $\omega'$. What appears in the continued spectrum, per unit weight, at fixed $\alpha$?

**Solution.** The inputs change by $\delta d_k=K_k(\omega')$ and $\delta M=1$. Linearizing the normalized exponential gives

$$\delta A(\omega)=A(\omega)\Big[\frac1M+\sum_k\tilde K_k(\omega)\,\delta u_k\Big].$$

Inserted in the equation for $u$, with $\int K_kA\tilde K_l=G_{kl}$, this yields

$$\alpha\sigma^2\delta u_k=K_k(\omega')-\langle K_k\rangle-\sum_lG_{kl}\delta u_l .$$

Therefore $\delta u=(G+\alpha\sigma^2)^{-1}\tilde K(\omega')$, and the response is

$$R(\omega,\omega')=A(\omega)\Big[\frac1M+\tilde K(\omega)^{T}(G+\alpha\sigma^2)^{-1}\tilde K(\omega')\Big].$$

Since $\int A\tilde K_k=0$, $\int R\,d\omega=1$: the added weight is conserved but spread out. The width of the main peak of $R$, which lies near $\omega'$ but need not be centred there, is the resolution meant here. It belongs to a given $A$, because of the factor $A(\omega)$ and of $G$. It is not a bound on methods with other prior knowledge. Repeated solution of the nonlinear equations reproduces $R$ for a broad test spectrum, with a largest error of $1.2\times10^{-7}$ of its peak.

## (f) What the imaginary axis does to detail

**Question.** Write the map from spectrum to data in $x=\ln|\omega|$ and $y=\ln\xi$, and find how it damps an oscillation in $x$.

**Solution.** Split a change of the spectrum into even and odd parts in $\omega$, and let $f(x)$ be the value at $\omega>0$. With $d\omega=\omega\,dx$, the even part gives

$$-\mathrm{Im}\,\delta\Sigma=2\int f\,\frac{\omega\xi}{\omega^2+\xi^2}\,dx=2\int f(x)\,s(x-y)\,dx,\qquad s(t)=\frac1{2\cosh t},$$

because $\omega\xi/(\omega^2+\xi^2)=1/(\omega/\xi+\xi/\omega)$. The odd part gives

$$-\mathrm{Re}\,\delta\Sigma=2\int f(x)\,L(x-y)\,dx,\qquad L(t)=\frac1{1+e^{-2t}},\qquad L'(t)=\frac1{2\cosh^2t}.$$

Both maps are convolutions, so they act separately on each $e^{ipx}$. For $\hat s(p)=\int e^{-ipt}s(t)\,dt$, shift the path by $i\pi$. There $\cosh$ changes sign and the exponential gains $e^{\pi p}$. The enclosed pole at $i\pi/2$ has residue $e^{\pi p/2}/(2i)$, so

$$(1+e^{\pi p})\,\hat s=\pi e^{\pi p/2}\quad\Rightarrow\quad\hat s(p)=\frac{\pi}{2\cosh(\pi p/2)} .$$

For $L'$ the function repeats under the shift, and near the pole, with $t=i\pi/2+\tau$, it is $-1/(2\tau^2)$ plus regular terms. The residue is $(ip/2)e^{\pi p/2}$, so $(1-e^{\pi p})\widehat{L'}=-\pi p\,e^{\pi p/2}$ and $\widehat{L'}=\pi p/[2\sinh(\pi p/2)]$. Dividing by $ip$ gives $|\hat L|=\pi/[2\sinh(\pi|p|/2)]$ for $p\ne0$.

Detail in the logarithm of energy is thus lost as $e^{-\pi|p|/2}$. The factor $\hat s$ is 0.626, 0.0282 and 0.00122 at $p=1$, 3 and 5. A given $p$ means a fixed ratio of energies, whatever the energy.

## (g) The resolution function

**Question.** Take $A=c|\omega|$ and data at spacing $\ell$ in $\ln\xi$. Find the response and its width.

**Solution.** This $A$ is chosen because it has no energy scale, not because it resembles a real self-energy: by (a), a gapped system has $A=0$ for $|\omega|<\min(|e_m|+\Omega_s)$. It has to be cut off at a high energy $\Lambda$. As $\Lambda\to\infty$, $M\propto\Lambda^2$, so $1/M$ and $\langle K_k\rangle$ vanish at fixed energies. Since $A$ is even, $G$ does not mix $K^I$ with $K^R$. Let the data cover all $\xi$, and let $\ell$ be small enough that $\sum_k\to\ell^{-1}\int dy$.

For an even change $f$ let $g$ be the response. As $K^I=s(x-y)/\omega$ and $A/\omega=c$, part (e) becomes, after Fourier transformation,

$$\hat g=\frac c\ell\,\hat s\,\hat u,\qquad \alpha\sigma^2\hat u=2\hat s\,(\hat f-\hat g).$$

Eliminating $\hat u$ and inserting $\hat s$,

$$\hat g=\frac{\hat f}{1+\alpha\sigma^2\ell/(2c\,\hat s^2)}=\frac{\hat f}{1+\eta\cosh^2(\pi p/2)},\qquad \eta=\frac{2\alpha\sigma^2\ell}{\pi^2c}.$$

For an odd change $K^R=L(x-y)/\omega$, so $|\hat L|^2$ replaces $\hat s^2$ and $\sinh^2$ replaces $\cosh^2$.

To return to $x$, use $\cosh^2(\pi p/2)=(1+\cosh\pi p)/2$. The even denominator is $(\eta/2)(\cosh\pi p+\cosh b)$ with $\cosh b=1+2/\eta$, that is, $\sinh^2(b/2)=1/\eta$. The integral needed is

$$I(x)=\int_{-\infty}^{\infty}\frac{e^{ipx}dp}{\cosh\pi p+\cosh b}.$$

Shifting $p$ by $2i$ multiplies the integrand by $e^{-2x}$. The enclosed poles $p=i\pm b/\pi$ have residues $\mp e^{-x}e^{\pm ibx/\pi}/(\pi\sinh b)$. Their sum times $2\pi i$ gives

$$(1-e^{-2x})I=\frac{4e^{-x}\sin(bx/\pi)}{\sinh b}\quad\Rightarrow\quad I=\frac{2\sin(bx/\pi)}{\sinh b\,\sinh x}.$$

The response is $I/(\pi\eta)$. With $2/\eta=\cosh b-1$ and $(\cosh b-1)/\sinh b=\tanh(b/2)$,

$$r_e(x)=\tanh\frac b2\;\frac{\sin(bx/\pi)}{\pi\sinh x}.$$

For the odd part and $\eta<1$, $\cosh b_o=2/\eta-1$, or $\cosh^2(b_o/2)=1/\eta$, and the same steps give

$$r_o(x)=\coth\frac{b_o}2\;\frac{\sin(b_ox/\pi)}{\pi\sinh x}.$$

Both agree with the full matrix $R$ to better than $10^{-6}$ of the peak. A line at $\omega'>0$ is half even and half odd, so its response is $(r_e+r_o)/(2\omega')$ on its own side and $(r_e-r_o)/(2\omega')$ on the other. For small $\eta$ the two functions nearly coincide, and little weight crosses the Fermi level.

For small $\eta$, $e^{b}/4\approx1/\eta$, so the cutoff $p_c=b/\pi$ is $\ln(4/\eta)/\pi$. For large $p_c$ the peak is $\sin(p_cx)/(p_cx)$, which falls to one half at $p_cx=1.895$. The full width is therefore

$$\Delta x\approx\frac{3.79}{p_c},\qquad \Delta\omega=2|\omega|\sinh\frac{\Delta x}2\approx\frac{3.79\,\pi}{\ln(4/\eta)}\,|\omega| .$$

At fixed $c$, $\alpha$, $\sigma$ and $\ell$ the width is proportional to the distance from the Fermi level. Reducing the noise at fixed $\alpha$ raises $p_c$ only logarithmically.

For another smooth spectrum one may take $c=A(\omega)/|\omega|$ locally. If $A$ falls with distance, $c$ falls, $\eta$ grows, and the resolution worsens somewhat faster than $|\omega|$. The estimate fails where $A$ changes strongly within one width, near the ends of the data range, and when $\eta$ is not small. In particular, $\Delta\omega$ does not shrink to zero at the Fermi level: for $|\omega|$ far below the lowest $\xi$, $K^I\approx1/\xi$ and $K^R\approx\omega/\xi^2$, so only low moments of the detail enter.

## (h) Three pairs of lines

**Question.** Does the absolute or the relative splitting decide whether two lines are separated? How well does the local formula work?

**Solution.** The model has round parameters: norm 10 eV² (0.0135 hartree²), noise 1 meV (one random vector, scaled so that the true spectrum has $\chi^2=N$), and 96 data with $\xi$ from 0.05 to 500 eV, so $\ell=0.196$. The default is a Lorentzian of half-width 50 eV centred at the Fermi level. These values illustrate the scaling and are not those of a real molecule. For the highest occupied orbital of water (Hartree–Fock orbitals, RPA screening, zero at midgap) the nearest pole lies about 27 to 28 eV away, and $M$ is about 430 eV² in cc-pVDZ and 660 eV² in cc-pVTZ, so it is much larger and still changes strongly with the basis. The widths in eV below therefore belong to the model only. Each pair has two Gaussian lines of equal weight, with standard deviations of one twentieth of their energies. $M$ is taken from noise-free tail values, and $\alpha$ from $\chi^2=N$. The measure of separation is $A$ at the geometric mean of the two energies, divided by the smaller of its values at the two lines. The true ratios follow from the Gaussians themselves. For a ratio of 4 the geometric mean lies ten standard deviations below the upper line, giving $e^{-50}$; for 10 and 13 eV the ratio is $e^{-3.023}+1.3\,e^{-3.930}$. The program interpolates linearly on a grid of spacing 0.02 in $\ln|\omega|$, which inflates its printed true ratios to about $3\times10^{-22}$ and 0.083. The continued values are interpolated in the same way, but this changes their ratios by 2% at most. The small continued ratios vary by orders of magnitude from one noise realization to another, so only their smallness is meaningful.

| Lines (eV) | $\alpha$ (eV⁻²) | Ratio, continued | Ratio, true |
|---|---|---|---|
| 1, 4 | 3.30 | $2.1\times10^{-7}$ | $1.9\times10^{-22}$ |
| 10, 13 | 6.11 | 1.85 | 0.074 |
| 10, 40 | 0.642 | $2.9\times10^{-3}$ | $1.9\times10^{-22}$ |

A splitting of 3 eV is resolved near the Fermi level. At 10 eV the same splitting is lost: the continued spectrum is higher between the lines than at either of them. Restoring the ratio of 4 restores the separation. In these cases the relative splitting decides.

Widths of $R$ were computed with the default as the spectrum and $\alpha=1$ eV⁻². Here $\Delta x$ is the width in $\ln\omega$; the local value solves for the half height of $\sin(p_cx)/\sinh x$. The peak of $R$ lies somewhat below the added line, at 0.94 eV for a line at 1 eV and at about 26 eV for one at 30 eV, whereas for $A=c|\omega|$ it is centred on the line.

| $\omega$ (eV) | $\Delta\omega$ (eV) | $p_c$ | $\Delta x$ | $\Delta x$, local |
|---|---|---|---|---|
| 1 | 0.73 | 5.01 | 0.737 | 0.746 |
| 3 | 2.33 | 4.66 | 0.788 | 0.801 |
| 10 | 8.19 | 4.26 | 0.843 | 0.872 |
| 30 | 24.6 | 3.83 | 0.872 | 0.966 |

From 1 to 30 eV the width grows by $24.59/0.726=33.9$, slightly more than the energy. The local formula is 1% too large at 1 eV and 11% too large at 30 eV, relative to the matrix result. It neglects the variation of $c$ across the peak. If the default is replaced by $c|\omega|$, with $c$ taken at 30 eV, the matrix gives $\Delta x=0.964$ there, so this variation accounts for nearly all of the error.

At 10 eV the short estimate gives $3.79/4.26=0.89$. At the same $\alpha$, noise one hundred times smaller should raise $p_c$ by $2\ln(100)/\pi=2.93$, to 7.20, and give $\Delta x\approx3.79/7.20=0.53$. The matrix gives 0.516, and $\Delta\omega$ falls from 8.19 to 5.11 eV, a gain of only 1.60.

These widths do not apply to isolated lines. At 1 eV the continued pair has $A=40.1$ eV, close to the true height $5/(0.05\sqrt{2\pi})=39.9$ eV, although the response around the broad spectrum is 0.73 eV wide there. This comes from one noise realization, so the closeness of the two heights should not be taken as typical; the point is that the line is narrow. This is no contradiction: $R$ depends on $A$. Evaluated with the continued spectrum and its $\alpha$, $R$ is only about 0.10 eV wide at 1 eV. Both the factor $A(\omega)$ and $G$ have changed, and either change alone gives most of the narrowing: the continued $A(\omega)$ with the $G$ of the default gives 0.11 eV, and the new $G$ without the factor $A(\omega)$ gives 0.18 eV. At 4 eV the height is 5.4 eV instead of 10.0 eV, so separated lines need not have correct shapes. The remaining values are in the numerical output.

## Table of computed values

```
GW test: Re Sigma(3i eV) = -0.177431 eV
GW test: Im Sigma(3i eV) = -0.088114 eV
GW test: norm from W = 5.000000 eV^2
damping factor at log-frequency 1: 6.260e-01
damping factor at log-frequency 3: 2.822e-02
damping factor at log-frequency 5: 1.220e-03
closed resolution function, even: error/peak = 2.9e-07
closed resolution function, odd: error/peak = 1.6e-07
number of data = 96, noise = 1.0 meV
xi range = 0.05 to 500 eV, log spacing = 0.1960
default half-width = 50 eV
pair 1,4 eV: norm from tail = 10.000000 eV^2
pair 1,4 eV: alpha = 3.301e+00 eV^-2, chi2 = 96.00
pair 1,4 eV: entropy = -48.906, true -51.844 eV^2
pair 1,4 eV: A at lines = 40.1020, 5.4350 eV
pair 1,4 eV: A at geometric mean = 1.1424e-06 eV
pair 1,4 eV: middle/lower line = 2.102e-07, true 3.054e-22
pair 10,13 eV: norm from tail = 10.000000 eV^2
pair 10,13 eV: alpha = 6.113e+00 eV^-2, chi2 = 96.00
pair 10,13 eV: entropy = -31.170, true -35.056 eV^2
pair 10,13 eV: A at lines = 1.9544, 1.3041 eV
pair 10,13 eV: A at geometric mean = 2.4075e+00 eV
pair 10,13 eV: middle/lower line = 1.846e+00, true 8.274e-02
pair 10,40 eV: norm from tail = 10.000000 eV^2
pair 10,40 eV: alpha = 6.417e-01 eV^-2, chi2 = 96.00
pair 10,40 eV: entropy = -23.368, true -31.455 eV^2
pair 10,40 eV: A at lines = 2.3091, 0.3598 eV
pair 10,40 eV: A at geometric mean = 1.0524e-03 eV
pair 10,40 eV: middle/lower line = 2.925e-03, true 2.888e-22
norm in atomic units = 0.013505 hartree^2
linear response: error/peak = 1.2e-07
width table: alpha = 1.0 eV^-2, spectrum = default
at 1 eV: width = 0.726 eV, cutoff p = 5.009
at 1 eV: log-width = 0.737, local formula 0.746
at 3 eV: width = 2.325 eV, cutoff p = 4.658
at 3 eV: log-width = 0.788, local formula 0.801
at 10 eV: width = 8.192 eV, cutoff p = 4.264
at 10 eV: log-width = 0.843, local formula 0.872
at 30 eV: width = 24.589 eV, cutoff p = 3.828
at 30 eV: log-width = 0.872, local formula 0.966
at 10 eV, noise/100: width = 5.112 eV, gain = 1.603
at 10 eV, noise/100: log-width = 0.516, local 0.523
```
